# Subthreshold Swing and the Stability Limit of Negative Gate-Insulator Capacitance

## Second half: negative capacitance and its limit

The symbols carried over are these. \(Q\) is the gate charge per area, \(\psi\) the surface potential, \(v_T=kT/q\), and \(C_s=dQ/d\psi>0\). The gate voltage is \(V(Q)=V_{\rm FB}+\psi(Q)+V_{\rm ins}(Q)\), and in equilibrium it equals the applied \(V_G\). The first half showed that

\[
m=\frac{dV_G}{d\psi}=1+\frac{C_s}{C_{\rm ins}}=\frac{C_s}{C_{\rm tot}},\qquad \frac1{C_{\rm tot}}=\frac1{C_s}+\frac1{C_{\rm ins}},
\]

and that the swing is \(v_T\ln10\;m\), apart from a factor common to all insulators. In the example \(V_{\rm FB}=0\), \(\psi=0.700\) V, \(Q=0.4791\) µC/cm², \(C_s=0.3553\) µF/cm² and \(C_{\rm ox}=3.542\) µF/cm².

**Lemma 4 (stability).** At fixed \(V_G\), an equilibrium is stable against uniform changes of \(Q\) if \(C_{\rm tot}>0\) and unstable if \(C_{\rm tot}<0\).

*Proof.* Take \(V_D=0\), so that the semiconductor is in equilibrium. Below threshold a drain voltage changes only the mobile charge, which is negligible in the balance of charge. The work needed to charge the stack slowly at constant temperature is its free energy, \(\int_0^QV(Q')\,dQ'\) per area. The voltage source supplies \(V_GQ\). The potential of stack and source together is

\[
\Omega(Q)=\int_0^QV(Q')\,dQ'-V_GQ .
\]

Its first derivative, \(V(Q)-V_G\), vanishes in equilibrium. Its second derivative is

\[
\Omega''(Q)=\frac{dV}{dQ}=\frac1{C_s}+\frac1{C_{\rm ins}}=\frac1{C_{\rm tot}} .
\]

A positive value means a local minimum, and a negative value a local maximum.

To see that the charge does leave a maximum, let it flow through a resistance \(R\) (times unit area). Then \(R\,dQ/dt=V_G-V(Q)\), and

\[
\frac{d\Omega}{dt}=[V(Q)-V_G]\frac{dQ}{dt}=-\frac{[V_G-V(Q)]^2}{R}\le0 .
\]

For a small deviation \(\delta Q\) from equilibrium, \(R\,d(\delta Q)/dt=-\delta Q/C_{\rm tot}\), so

\[
\delta Q(t)=\delta Q(0)\,e^{-t/(RC_{\rm tot})} .
\]

The deviation decays for \(C_{\rm tot}>0\) and grows for \(C_{\rm tot}<0\). ∎

In units of \(1/(RC_s)\) the growth rate is \(-C_s/C_{\rm tot}=-m\). The number that sets the swing thus also sets the relaxation. A formal negative \(m\) is the slope of a branch from which the charge runs away, and not an especially steep switch.

**Proof of parts (b) and (c).** Part (b) is Lemma 4. For (c), \(C_s>0\) and \(m=1+C_s/C_{\rm ins}\) show that \(m<1\) is equivalent to \(C_{\rm ins}<0\). Because \(m=C_s/C_{\rm tot}\), the conditions \(m>0\) and \(C_{\rm tot}>0\) are equivalent. For negative \(C_{\rm ins}\), \(C_{\rm tot}>0\) reads

\[
\frac1{C_s}-\frac1{|C_{\rm ins}|}>0,\qquad\text{that is}\qquad |C_{\rm ins}|>C_s .
\]

Substituting \(C_{\rm ins}=-|C_{\rm ins}|\) gives \(m=1-C_s/|C_{\rm ins}|\). ∎

As \(|C_{\rm ins}|\) approaches \(C_s\) from above, \(m\to0\) and \(C_{\rm tot}\to\infty\). The swing vanishes at the point where the restoring force vanishes, and the relaxation time \(RC_{\rm tot}\) diverges there.

**A ferroelectric in series with an oxide.** Let the field in the ferroelectric follow from a Landau energy density \(\tfrac12aD^2+\tfrac14bD^4\), written in the displacement \(D\), with \(a<0<b\). The field is the derivative, \(E=aD+bD^3\). With no free charge between the layers, \(D=Q\) in both of them. For ferroelectric thickness \(t_F\),

\[
V_{\rm ins}=\frac{Q}{C_{\rm ox}}+t_F(aQ+bQ^3),\qquad
\frac1{C_{\rm ins}}=\frac1{C_{\rm ox}}+\frac1{C_F},\qquad \frac1{C_F}=t_F(a+3bQ^2).
\]

The field vanishes at \(Q=\pm P_0\) with \(P_0=\sqrt{-a/b}\). The capacitance \(C_F\) is negative for \(|Q|<P_0/\sqrt3\).

**Corollary (thickness window).** Where \(a+3bQ^2<0\), a stable state with \(m<1\) requires

\[
\frac1{C_{\rm ox}}<t_F\,|a+3bQ^2|<\frac1{C_{\rm ox}}+\frac1{C_s}.
\]

*Proof.* The left inequality is \(1/C_{\rm ins}<0\), and the right one is \(1/C_s+1/C_{\rm ins}>0\). ∎

A negative \(C_F\) alone is therefore not enough. The ferroelectric must first cancel the positive elastance of the oxide, and what remains must not exceed the elastance of the semiconductor.

**Example.** Take \(a=-10^9\) m/F and \(P_0=20\) µC/cm², so that \(b=10^9/0.2^2=2.5\times10^{10}\) m⁵/(F C²). These are model parameters. At the operating charge \(Q=4.791\times10^{-3}\) C/m²,

\[
3bQ^2=7.5\times10^{10}\times2.295\times10^{-5}=1.7\times10^6\ \text{m/F},
\]

and \(|a+3bQ^2|=9.983\times10^8\) m/F. The other elastances are \(1/C_{\rm ox}=28.2\) m²/F and \(1/C_s=281.5\) m²/F. The window runs from \(28.24/(9.983\times10^8)\) m, or 28.3 nm, to \(309.7/(9.983\times10^8)\) m, or 310 nm.

Three thicknesses show the three cases.

*20 nm.* The insulator elastance is \(28.24-19.97=8.27\) m²/F, so

\[
m=1+8.27\times3.553\times10^{-3}=1.029 .
\]

The value \(v_T\ln10\;m\) is 61.3 mV/decade. The ferroelectric improves on the oxide alone, which gave 65.5 mV/decade, but does not reach below the thermal 59.5 mV/decade.

*100 nm.* The insulator elastance is \(28.24-99.83=-71.59\) m²/F, so

\[
m=1-71.59\times3.553\times10^{-3}=0.746,\qquad v_T\ln10\;m=44.4\ \text{mV/decade}.
\]

Here \(C_{\rm ins}=-1.397\) µF/cm², larger in magnitude than \(C_s\), and \(C_{\rm tot}=0.477\) µF/cm² is positive. The stack takes up more charge per volt than the semiconductor alone would. With the common correction factor the swing is 45.3 mV/decade, to be compared with 60.7 mV/decade for no insulator.

*400 nm.* The insulator elastance is \(28.24-399.31=-371.1\) m²/F, beyond the limit of \(-281.5\) m²/F. Then \(m=-0.319\) and \(C_{\rm tot}=-1.12\) µF/cm². The formal slope of \(-19\) mV/decade belongs to an unstable state.

Relaxation through a resistor, integrated numerically with the full charge law, gave growth rates of \(-1.029\), \(-0.746\) and \(+0.319\) in units of \(1/(RC_s)\). These are the values of \(-m\). Shifts of the surface potential by 20 mV either way raised \(\Omega\) for the first two thicknesses and lowered it for the third.

**Remark 1 (the limit must hold along the whole sweep).** The theorem concerns one state. During a sweep \(C_s\) changes, and the condition \(|C_{\rm ins}|>C_s\) can fail elsewhere. Suppose that \(C_{\rm ins}\) is negative and constant. In classical inversion \(C_s\) grows continuously and without bound, so a state that starts with \(|C_{\rm ins}|>C_s\) must meet \(|C_{\rm ins}|=C_s\) as \(\psi\) rises. There \(dV_G/d\psi=0\), the curve \(V_G(\psi)\) turns over, and the stable branch ends in a fold. With a constant negative insulator capacitance, a sweep without jumps can therefore reach only a limited inversion charge in this model.

The 100 nm film shows this. Its upper fold is at \(\psi=0.988\) V and \(V_G=0.557\) V, just after strong inversion begins. There is a lower fold at \(\psi=0.058\) V and \(V_G=-0.020\) V, close to flat band. The reason for it is that \(C_s\) is large at flat band as well. By the two limiting formulas of Lemma 2, the flat-band value exceeds the value at the operating point by the factor

\[
\sqrt{\frac{2(\psi-v_T)}{v_T}}=\sqrt{\frac{2\times0.6741}{0.02585}}=7.2,
\]

which gives \(7.2\times0.3553=2.6\) µF/cm². This is more than \(|C_{\rm ins}|\simeq1.4\) µF/cm², so flat band itself is unstable.

Between the two folds the surface potential moves by 0.930 V while the gate moves by 0.577 V. The mean slope is 0.62. It is smaller than the 0.746 at the operating point, because \(m\) falls to zero at both ends of the branch.

**Remark 2 (the nonlinear term).** At high charge the term \(3bQ^2\) makes the insulator elastance less negative, and stability returns. For the 100 nm film this happens at \(Q=9.75\) µC/cm². There \(C_s\simeq Q/(2v_T)\), so the semiconductor contributes \(2v_T/Q=0.0517/0.0975=0.53\) m²/F, and the total elastance is

\[
28.24-100+7500\times0.0975^2+0.53\simeq0.1\ \text{m}^2/\text{F}.
\]

This is zero within the rounding of \(Q\). The corresponding gate voltage is \(-3.49\) V. The classical charge law is stretched beyond its range here. It implies a carrier density at the surface of \(Q^2/(2\varepsilon_sqv_T)\simeq10^{22}\) cm⁻³, where the carriers of a real semiconductor are strongly degenerate. The voltages at which the high-charge branches end are therefore values of this model only. For positive charge, \(V(Q)\) thus starts at zero, dips to \(-0.020\) V, rises to 0.557 V, falls to \(-3.49\) V, and then rises for good.

When a rising gate voltage passes 0.557 V, the low-charge branch has ended, and the charge runs up to the high-charge branch. If the gate voltage is then lowered, the charge stays on that branch down to \(-3.49\) V. In this model the device has a wide hysteresis, although its operating point was stable.

**Remark 3 (local and global minima).** A positive \(C_{\rm tot}\) means a local minimum of \(\Omega\), and a lower one may exist. At the gate voltage of the operating point, 0.3565 V, the 100 nm film has, besides a stable state in accumulation, a second stable state of positive charge, with \(Q=16.3\) µC/cm². Its energy can be estimated term by term, with \(Q=0.163\) C/m². The ferroelectric contributes

\[
t_F\left(\frac{aQ^2}{2}+\frac{bQ^4}{4}\right)=-1.33+0.44=-0.89\ \text{J/m}^2 .
\]

The oxide contributes \(Q^2/(2C_{\rm ox})=0.38\) J/m², and the source \(-V_GQ=-0.06\) J/m². The semiconductor contributes \(\int\psi\,dQ\), a little less than \(1.2\times0.163\), or about 0.19 J/m². The sum is \(-0.38\) J/m². At the operating point no term exceeds \(2\times10^{-3}\) J/m² in magnitude. Numerical integration from one state to the other gives a difference of \(-0.383\) J/m². For the 100 nm film the state with the reduced swing is therefore metastable in this model. This need not be so for thinner films: near the lower edge of the window, up to a little over 40 nm with these parameters, the operating point is the lowest state.

The competing state should not be taken literally. Its oxide field is 46 MV/cm, while thin oxides break down at very roughly 10 MV/cm. At the operating point the oxide field is 1.35 MV/cm. What the comparison shows is that for this film the smooth, low-charge state is not protected by being the lowest one. The events after a jump would involve breakdown or leakage, which assumption 2 excludes.

**Remark 4 (for the 100 nm film, a slow sweep from accumulation misses the branch).** The insulator voltage is an odd function of \(Q\). At the high-charge fold it is \(-3.49-1.19=-4.68\) V, so at \(Q=-9.75\) µC/cm² it is \(+4.68\) V. The surface potential in accumulation follows from Lemma 2. Since \(\varepsilon_sqN=QC_s\) in depletion, its value is \(4.791\times10^{-3}\times3.553\times10^{-3}=1.70\times10^{-5}\) in SI units, and

\[
e^{|u|}\simeq\frac{Q^2}{2\varepsilon_sqNv_T}=\frac{0.0975^2}{2\times1.70\times10^{-5}\times0.02585}\simeq1.1\times10^4 .
\]

Hence \(|u|\simeq9.3\) and \(\psi\simeq-0.24\) V. The gate voltage at this charge is about \(4.68-0.24=4.4\) V.

The accumulation branch also ends near this charge, because \(C_s\simeq|Q|/(2v_T)\) holds on both sides and the total elastance vanishes at nearly the same \(|Q|\). A slow upward sweep that begins in strong accumulation thus stays at negative charge up to about 4.4 V. At that voltage the one equilibrium with positive charge is the high-charge state, since the low-charge branch ended at 0.557 V. The sweep jumps past the operating point without visiting it.

The way down misses it as well. The high-charge branch ends at \(-3.49\) V, below which no equilibrium with positive charge exists. In this model, then, the swing of 45 mV/decade of the 100 nm film describes a branch on which the device would first have to be prepared. In a real device breakdown would intervene, since \(|Q|\ge9.75\) µC/cm² on both outer branches means an oxide field of at least 27 MV/cm. The theorem gives the slope on that branch, but not a way of reaching it. This conclusion depends on the thickness. For a 40 nm film, with \(m=0.958\) and \(V_G=0.64\) V at the operating point, the same estimates put the end of the accumulation branch near 0.27 V and the end of the high-charge branch near 0.68 V. Both sweeps then land on the low-charge branch and pass through the operating point, but the gain in swing is small.

**Remark 5 (nonuniform changes of charge).** The theorem allows uniform changes only. A state that fails this test is unstable, but a state that passes it may still be unstable against changes that vary along the film. A simple case shows how. Insert a floating metal plate between ferroelectric and oxide. For uniform charge, and with no net charge on the plate, nothing in the divider changes.

Now let half of the ferroelectric area carry \(Q+\delta\) and the other half \(Q-\delta\). The mean charge is unchanged. The plate redistributes its own charge, so the oxide and the semiconductor notice nothing. To second order in \(\delta\), the energy per area changes by

\[
\Delta\Omega=\frac12\left[\frac{\delta^2}{2C_F}+\frac{\delta^2}{2C_F}\right]=\frac{\delta^2}{2C_F},
\]

where the outer factor one half is the area fraction of each part, and the terms linear in \(\delta\) cancel. For \(C_F<0\) the change is negative, whatever \(C_s\) may be. If the boundary between the two parts costs no energy, such a stack is unstable throughout the range of negative \(C_F\), even where \(C_{\rm tot}>0\).

A boundary energy opposes the splitting. Without the plate, the stray fields in the oxide and the semiconductor oppose it too. Whether they suffice depends on the lateral stiffness of the polarization and on the layer thicknesses, which this model does not contain. The condition \(|C_{\rm ins}|>C_s\) is thus necessary for a stable reduced swing, and it is sufficient when the charge is constrained to remain uniform.

**Remark 6 (the size of the effect).** In the stable window \(1-m=C_s/|C_{\rm ins}|\), so a large reduction needs an insulator capacitance close in magnitude to that of the semiconductor. In depletion \(C_s\) is small. In the example its elastance is ten times that of the oxide, and the ferroelectric must be thick to match it. With these parameters 28 nm are needed to cancel the oxide and bring \(m\) down to 1, about 34 nm are needed before the swing with the common correction factor falls below the thermal 59.5 mV/decade, and \(m\) reaches zero only at 310 nm. A larger \(|a|\) shortens all thicknesses in the window in proportion, as long as \(3bQ^2\) remains negligible. Where two folds bound the low-charge branch, as in the 100 nm film, a larger \(|a|\) at the same product \(t_Fa\) leaves them in place, since for negligible \(3bQ^2\) they depend on \(a\) and \(t_F\) only through that product. Close to the lower edge of the window the nonlinear term can prevent the folds altogether. With the present parameters a 30 nm film has none, but its \(m\) at the operating point is 0.994, so almost nothing is gained.

The main values used in both halves are listed in the numerical output below.

## Table of computed values

```
Temperature: 300 K
Thermal voltage kT/q: 25.852 mV
Acceptor density: 1.0e+18 cm^-3
Intrinsic density: 1.0e+10 cm^-3
Relative permittivity, semiconductor: 12
Relative permittivity, oxide: 4
Oxide thickness: 1.0 nm
Landau a: -1.00e+09 m/F
Landau b: 2.50e+10 m^5/(F C^2)
Zero-field polarization: 20.0 uC/cm^2
Surface potential: 0.700 V
Twice bulk potential: 0.952 V
Gate charge, depletion formula: 0.4791 uC/cm^2
Gate charge, Poisson in space: 0.4791 uC/cm^2
Mobile / total charge: 1.12e-06
C_s, depletion formula: 0.3553 uF/cm^2
C_s, Poisson in space: 0.3553 uF/cm^2
C_ox: 3.5417 uF/cm^2
Thermal swing (kT/q)ln10: 59.53 mV/decade
Prefactor divisor: 0.9808
Simulated swing, no insulator: 60.74 mV/decade
t_F=0 nm: C_ins = 3.5417, C_tot = 0.3229 uF/cm^2
t_F=0 nm: m = 1.1003, growth rate x R C_s = -1.1003, stable
t_F=0 nm: (kT/q)ln10 m = 65.50, simulated slope = 66.84 mV/decade
t_F=20 nm: C_F = -5.0086 uF/cm^2
t_F=20 nm: C_ins = 12.0924, C_tot = 0.3452 uF/cm^2
t_F=20 nm: m = 1.0294, growth rate x R C_s = -1.0294, stable
t_F=20 nm: (kT/q)ln10 m = 61.28, simulated slope = 62.53 mV/decade
t_F=100 nm: C_F = -1.0017 uF/cm^2
t_F=100 nm: C_ins = -1.3968, C_tot = 0.4766 uF/cm^2
t_F=100 nm: m = 0.7456, growth rate x R C_s = -0.7456, stable
t_F=100 nm: (kT/q)ln10 m = 44.38, simulated slope = 45.29 mV/decade
t_F=400 nm: C_F = -0.2504 uF/cm^2
t_F=400 nm: C_ins = -0.2695, C_tot = -1.1155 uF/cm^2
t_F=400 nm: m = -0.3185, growth rate x R C_s = 0.3186, unstable
t_F=400 nm: (kT/q)ln10 m = -18.96, simulated slope = -19.35 mV/decade
Window, lower thickness: 28.28 nm
Window, upper thickness: 310.20 nm
Folds for t_F=100 nm:
  lower: psi = 0.0582 V, V_G = -0.0202 V, Q = 0.109 uC/cm^2
  upper: psi = 0.9879 V, V_G = 0.5565 V, Q = 0.602 uC/cm^2
  high-charge: psi = 1.1924 V, V_G = -3.4875 V, Q = 9.746 uC/cm^2
Gate voltage at operating point, 100 nm: 0.3565 V
Competing state, charge: 16.306 uC/cm^2
Competing minus operating energy: -0.3826 J/m^2
Oxide field, operating: 1.353 MV/cm
Oxide field, competing: 46.04 MV/cm
```
